# The Phillips-Kleinman equation: trading core orthogonality for a repulsive operator

In a one-electron (mean-field) description of an atom, a valence electron moves in the same potential as the core electrons, and its wave function must be orthogonal to theirs. In a local potential the 1s core function has one sign everywhere, so a valence s function can be orthogonal to it only by changing sign. These oscillations near the nucleus vary on a short length scale, so they are costly to represent on a uniform grid or in plane waves. This problem asks what happens to the Schrödinger equation when they are removed by adding core functions to the valence function.

**Setting.** Let $H=T+V$ be a Hermitian one-electron Hamiltonian, with $T$ the kinetic energy and $V$ the potential. Its core states $|c\rangle$ and one valence state $|v\rangle$ are bound, orthonormal eigenstates of this same $H$:

$$H|c\rangle=E_c|c\rangle,\qquad H|v\rangle=E|v\rangle,\qquad E>E_c\ \text{for every core state.}$$

Define a new function by adding core functions with arbitrary finite coefficients:

$$|\phi\rangle=|v\rangle+\sum_c a_c|c\rangle. \tag{1}$$

The coefficient of $|v\rangle$ is kept at one, so $|\phi\rangle$ is in general not normalized. Hartree atomic units are used: energies in hartree, lengths in bohr, and $T=-\tfrac12\nabla^2$.

## (a) The equation for the new function

**Question.** Express $a_c$ through $|\phi\rangle$. Then find a linear equation for $|\phi\rangle$ that has the eigenvalue $E$ and does not contain the coefficients explicitly.

**Solution.** Project (1) on one core state $|c'\rangle$. Since $\langle c'|v\rangle=0$ and $\langle c'|c\rangle=\delta_{c'c}$,

$$\langle c'|\phi\rangle=0+\sum_c a_c\delta_{c'c}=a_{c'}. \tag{2}$$

Now apply $H$ to (1), using the eigenvalue equation of each term:

$$H|\phi\rangle=E|v\rangle+\sum_c a_cE_c|c\rangle.$$

The valence state is eliminated with $|v\rangle=|\phi\rangle-\sum_c a_c|c\rangle$:

$$H|\phi\rangle=E|\phi\rangle-\sum_c Ea_c|c\rangle+\sum_c E_ca_c|c\rangle
=E|\phi\rangle-\sum_c(E-E_c)a_c|c\rangle .$$

Moving the last sum to the left changes its sign. Replacing $a_c$ by $\langle c|\phi\rangle$ from (2) turns the sum into a linear operator acting on $|\phi\rangle$:

$$\boxed{(T+V+V_R)|\phi\rangle=E|\phi\rangle,\qquad V_R=\sum_c(E-E_c)|c\rangle\langle c|.} \tag{3}$$

This is the Phillips-Kleinman equation. The eigenvalue is the true valence energy, although the function has changed. Smoothness was not used: (3) holds for every choice of the $a_c$.

The derivation does need the cores to be eigenstates of the same $H$. Suppose they are orthonormal and orthogonal to $|v\rangle$, but are not eigenstates, and the $E_c$ are merely assigned numbers. The same algebra then leaves

$$(H+V_R-E)|\phi\rangle=\sum_c a_c\,(H-E_c)|c\rangle ,$$

which is in general not zero. Core functions carried over from a free atom to a solid are in general neither eigenstates of the new $H$ nor exactly orthogonal to $|v\rangle$; the overlap adds a further term $\sum_c(E-E_c)\langle c|v\rangle|c\rangle$. With such cores (3) is an approximation.

## (b) In what sense is the added term repulsive?

**Question.** Determine the sign of the mean value of $V_R$ in an arbitrary state $|f\rangle$. Is $V_R$ an ordinary potential?

**Solution.** Inserting the definition gives

$$\langle f|V_R|f\rangle=\sum_c(E-E_c)\langle f|c\rangle\langle c|f\rangle
=\sum_c(E-E_c)\,|\langle c|f\rangle|^2\ \ge 0, \tag{4}$$

because each $E-E_c$ is positive. The operator never lowers a mean energy, and it raises that of any function overlapping a core state. This is the meaning of "repulsive" here.

It is not an ordinary potential. In position space,

$$(V_R\phi)(\mathbf r)=\sum_c(E-E_c)\,c(\mathbf r)\int c^*(\mathbf r')\phi(\mathbf r')\,d^3r' ,$$

so its action at $\mathbf r$ depends on $\phi$ throughout the core region: $V_R$ is nonlocal. It also contains the energy $E$ of the state sought, so each valence level has its own $V_R$.

## (c) All solutions, and the role of the energy

**Question.** Equation (3) was derived from a known valence state. Does every solution of (3) lead back to one? What is the spectrum of $H+V_R$ if the energy inside $V_R$ is held at a fixed number $\varepsilon$?

**Solution.** Let $P=\sum_c|c\rangle\langle c|$ project on the core space. Since $HP=\sum_cE_c|c\rangle\langle c|$, the repulsion is $V_R=EP-HP$. Therefore

$$H+V_R-E=H-E+EP-HP=(H-E)(1-P), \tag{5}$$

and (3) is the same statement as $(H-E)(1-P)|\phi\rangle=0$. There are two cases.

- If $(1-P)|\phi\rangle\neq0$, this part is an eigenstate of $H$ with eigenvalue $E$, orthogonal to all cores. It is a true state, recovered from $|\phi\rangle$ by removing the core part.
- If $(1-P)|\phi\rangle=0$, then $|\phi\rangle$ is a pure core combination, and (3) holds for any number $E$. Such solutions carry no information and must be discarded.

Now fix the energy in the repulsion, $V_R(\varepsilon)=\sum_c(\varepsilon-E_c)|c\rangle\langle c|$. On a core state,

$$[H+V_R(\varepsilon)]|c\rangle=E_c|c\rangle+(\varepsilon-E_c)|c\rangle=\varepsilon|c\rangle .$$

On any eigenstate of $H$ orthogonal to the cores, $V_R(\varepsilon)$ gives zero, so that state keeps its energy. All core levels are thus moved to $\varepsilon$ (lifted, when $\varepsilon$ lies above them), and the other levels stay in place.

For $\varepsilon=E$ the lifted cores meet the valence level. With $n$ core states and a nondegenerate valence level, $E$ is $(n+1)$-fold degenerate. This degeneracy is the freedom in the $a_c$: any combination of degenerate eigenstates is again an eigenstate.

For $\varepsilon=E+\delta$ the degeneracy is broken. Applying the operator to (1) gives

$$[H+V_R(E+\delta)-E]|\phi\rangle=\delta\sum_ca_c|c\rangle,\qquad
\text{with norm}\quad|\delta|\Big(\sum_c|a_c|^2\Big)^{1/2}. \tag{6}$$

The true state $|v\rangle$ survives the shift, but a mixture with nonzero $a_c$ does not. The level $E$ itself stays in the spectrum for any $\varepsilon$, but a mixed function solves the equation exactly only if the energy in $V_R$ matches the level being described.

## (d) The smoothest choice and the cancellation

**Question.** Take as the smoothest function the one with the lowest mean kinetic energy

$$t=\frac{\langle\phi|T|\phi\rangle}{\langle\phi|\phi\rangle}.$$

Find the condition on the $a_c$, and use it to show how $V_R$ acts against $V$.

**Solution.** Assume that the minimum is reached at finite $a_c$. Change one coefficient by a small complex number $\eta$, so that $|\phi\rangle\to|\phi\rangle+\eta|c\rangle$. At the minimum, $\langle\phi|T|\phi\rangle-t\langle\phi|\phi\rangle$, with $t$ held at its minimum value, has no first-order change:

$$\eta^*\langle c|(T-t)|\phi\rangle+\eta\,\langle\phi|(T-t)|c\rangle=0 .$$

The two terms are complex conjugates. Taking $\eta$ real makes the real part of $\langle c|(T-t)|\phi\rangle$ vanish, and taking it imaginary does the same for the imaginary part. Hence, with (2),

$$\langle c|T|\phi\rangle=t\,a_c\quad\text{for every core state.} \tag{7}$$

This condition, and what follows from it, holds at every stationary point of $t$, not only at the minimum; the smoothest function is the solution with the lowest $t$. Write $T=H-V$ and let $H$ act to the left, $\langle c|H=E_c\langle c|$:

$$E_ca_c-\langle c|V|\phi\rangle=t\,a_c
\quad\Rightarrow\quad -E_ca_c=-t\,a_c-\langle c|V|\phi\rangle .$$

Adding $Ea_c$ to both sides gives

$$(E-E_c)a_c=(E-t)a_c-\langle c|V|\phi\rangle. \tag{8}$$

Multiply by $|c\rangle$ and sum over cores. The left side becomes $V_R|\phi\rangle$, and the right side becomes $(E-t)P|\phi\rangle-PV|\phi\rangle$. Adding $V|\phi\rangle$,

$$(V+V_R)|\phi\rangle=(1-P)V|\phi\rangle+(E-t)P|\phi\rangle. \tag{9}$$

The repulsion removes from $V|\phi\rangle$ the part that core functions can represent, and puts back a term governed by $E-t$. Two remainders are left: the part of $V|\phi\rangle$ that a few core functions cannot represent, and the core-space term $(E-t)P|\phi\rangle$.

There is also a statement about averages. Multiplying (3) by $\langle\phi|$ and dividing by $\langle\phi|\phi\rangle$ gives

$$\frac{\langle\phi|V+V_R|\phi\rangle}{\langle\phi|\phi\rangle}=E-t .$$

For the true state the corresponding relation is $\langle v|V|v\rangle=E-\langle v|T|v\rangle$. Since $a_c=0$ is among the trial choices, $t\le\langle v|T|v\rangle$. The mean of $V+V_R$ in the smoothest function therefore lies no lower than the mean of $V$ in the true state.

## (e) What the construction does not repair

**Question.** Compare the norms of $|\phi\rangle$ and $|v\rangle$, and say where the difference is located. Then examine an s function at a point nucleus of charge $Z$: does mixing remove its cusp?

**Solution.** In $\langle\phi|\phi\rangle$ the cross terms vanish by orthogonality, so

$$\langle\phi|\phi\rangle=1+\sum_c|a_c|^2. \tag{10}$$

To locate the extra charge, consider a local potential that vanishes at large distance. There the radial function $u(r)=rR(r)$ of a level $E_i<0$ obeys $-\tfrac12u''\approx E_iu$. Its decay is governed by $e^{-\kappa r}$ with $\kappa=\sqrt{2|E_i|}$, apart from slower factors due to a Coulomb tail. Deep core functions die out first, and beyond them $\phi\approx v$. The extra density $|\phi|^2-|v|^2$ contains, besides the square of the core part, cross terms between $v$ and the cores. These integrate to zero over all space but fall off with the core amplitude rather than the core density. Nearly all the extra charge therefore lies inside the radius at which the core functions themselves are negligible beside $v$, which is larger than the radius that holds most of the core charge.

If $\phi$ is then normalized, its outer amplitude falls by the factor $(1+\sum_c|a_c|^2)^{-1/2}$, and the charge beyond that radius becomes too small. The Phillips-Kleinman function thus does not conserve the norm. A norm-conserving pseudopotential imposes the missing condition: equal charge inside a chosen radius for the normalized true and pseudo functions.

For the cusp, write the radial equation of an s state near the nucleus, where $V=-Z/r$ plus finite terms:

$$-\tfrac12\Big(R''+\frac2rR'\Big)-\frac ZrR+\text{finite terms}=0 .$$

The terms in $1/r$ must cancel as $r\to0$, so $-R'(0)-ZR(0)=0$, that is

$$R'(0)=-Z\,R(0). \tag{11}$$

This relation is linear and does not contain the energy. Every core and valence s function obeys it, and so does every mixture. Mixing can reduce $R(0)$, and the cusp with it, but the ratio $R'(0)/R(0)$ stays $-Z$ as long as $R(0)\neq0$. The exception is a mixture chosen so that $R(0)=0$: by (11) its slope vanishes too, and the linear cusp is gone. A weaker trace remains: carrying the same expansion two orders further gives $R\approx b\,r^2\,(1-\tfrac23Zr)$, and the odd power is still not analytic at the nucleus. The lowest-kinetic-energy condition of part (d) does not impose this choice. "Smooth" here means low kinetic energy; the singularity of $V$ at the nucleus remains.

## (f) A model atom

**Question.** One electron moves in the model potential

$$V(r)=-\frac{1+10\,e^{-2r}}{r},$$

which has nuclear charge 11 at short distance and charge 1 at long distance. Treat 1s and 2s as cores and 3s as the valence state. Find the smoothest $\phi$ and examine (3) to (11) on it.

**Solution.** Core states of other angular momentum are orthogonal to s functions, so their projectors give zero and two cores suffice. Diagonalizing $H$ in a basis of Laguerre functions gives

$$E_{1s}=-42.9562,\quad E_{2s}=-3.1500,\quad E_{3s}=-0.2233\ \text{hartree}.$$

The valence level corresponds to $-6.077$ eV. The strengths of the repulsion are

$$E_{3s}-E_{1s}=42.7329,\qquad E_{3s}-E_{2s}=2.9267\ \text{hartree}.$$

**Mixture.** With every s function taken positive next to the nucleus, the lowest kinetic energy is found at

$$a_{1s}=0.0320,\qquad a_{2s}=-0.2813 .$$

The true 3s function has two radial nodes; $\phi$ has none on the grid examined. The norm is $1+0.0320^2+0.2813^2=1.0802$.

**Equation.** The differential equation was tested in real space for four sets of coefficients, with the second derivative taken by finite differences at 240 points between 0.05 and 12 bohr. The largest deviation between its two sides is $1.9\times10^{-6}$ atomic units. Without $V_R$, the deviation for the smoothest $\phi$ is 2.84 in the same units.

**Spectrum.** Among s states, the only ones included in the calculation, the lowest eigenvalues of $H+V_R$ are $-0.2233$ hartree, three times, and then $-0.0789$ hartree, the unchanged 4s level. This is the $(n+1)$-fold degeneracy of part (c) with $n=2$. If the energy in $V_R$ is shifted by 0.05 hartree, (6) predicts a residual of norm $0.05\sqrt{0.0802}=0.0142$ hartree, which agrees with the computed value.

**Energies.** The mean repulsion in the normalized $\phi$ follows from (4):

$$\frac{42.7329\,(0.0320)^2+2.9267\,(0.2813)^2}{1.0802}=0.255\ \text{hartree}.$$

The mean values, in hartree, are:

| | $T$ | $V$ | $V_R$ | sum |
|---|---:|---:|---:|---:|
| 3s | 0.5088 | −0.7321 | 0 | −0.2233 |
| $\phi$ | 0.0887 | −0.5670 | 0.2550 | −0.2233 |

The kinetic energy falls by a factor of 5.7. The mean total potential rises from $-0.7321$ to $-0.5670+0.2550=-0.3120$ hartree, which equals $E-t=-0.2233-0.0887$.

**Cancellation.** For the 1s core, the right side of (8) is $-0.0100-(-1.3781)=1.3681$ hartree. For 2s it is $0.0878-0.9111=-0.8233$ hartree. Both agree with $(E-E_c)a_c$ computed directly. The term in $E-t$ is small beside $\langle c|V|\phi\rangle$, so in this model the repulsion removes most of the core-space part of $V\phi$.

To see the effect in space, divide the equation by $\phi$ and define $W(r)=V+(V_R\phi)/\phi$. This ratio is exact for this one function only. Used as a local potential for other states it is an approximation: it puts 4s at $-0.0811$ instead of $-0.0789$ hartree, and its lowest p level at $-0.115$ against $-0.126$ hartree for the true 3p.

| $r$ (bohr) | $u_{3s}$ | $u_\phi$ | $V$ (hartree) | $W$ (hartree) |
|---:|---:|---:|---:|---:|
| 0.1 | 0.100 | 0.025 | −91.87 | 19.96 |
| 0.2 | −0.019 | 0.053 | −38.52 | 4.60 |
| 0.5 | −0.208 | 0.146 | −9.36 | −0.74 |
| 1.0 | 0.074 | 0.286 | −2.35 | −0.17 |
| 2.0 | 0.497 | 0.522 | −0.59 | −0.45 |
| 4.0 | 0.460 | 0.460 | −0.25 | −0.25 |

At 0.5 and 1 bohr most of the attraction is cancelled. At 0.1 and 0.2 bohr the repulsion overshoots and $W$ is positive. Still closer to the nucleus $W$ must turn negative again: $(V_R\phi)/\phi$ stays finite because $\phi(0)\neq0$, while $V$ diverges as $-11/r$. At 4 bohr $V_R$ has almost no effect.

**Charge and cusp.** Inside 4 bohr, 3s holds 0.6944 electrons and the unnormalized $\phi$ holds 0.7745. The difference, 0.0801, is nearly the whole excess norm of 0.0802. This radius lies well outside the 2s shell: a sphere of 2 bohr already holds 99.8 % of the 2s charge but only 86 % of the excess, and the table shows $u_\phi$ still 5 % above $u_{3s}$ there. Normalizing $\phi$ multiplies its outer amplitude by $1.0802^{-1/2}=0.962$ and its outer density by $1/1.0802=0.926$. The charge beyond 4 bohr is then about 7 % below that of the true state.

At the nucleus, $R(0)$ falls from 3.766 to 0.452 bohr$^{-3/2}$. The slope of $\phi$ there is $-4.976$ bohr$^{-5/2}$, and $-4.976/0.4524=-11.0$ bohr$^{-1}$, as (11) requires. The cusp is weaker in size but has the same logarithmic slope.

These numbers describe one electron in a fixed model potential. In a many-electron mean-field calculation, (3) holds in the same way if core and valence orbitals are eigenstates of one common Hermitian operator and this operator is built from the true orbitals. If the density in it is formed from $\phi$ instead of $v$, the operator changes and (3) is no longer exact. The numerical check that accompanies this text carries out the main tests for the model atom.

## Table of computed values

```
nuclear charge Z = 11, screening constant = 2.0 1/bohr
E_1s = -42.956180 hartree
E_2s = -3.150009 hartree
E_3s = -0.223311 hartree
E_4s = -0.078917 hartree
E_3s converted = -6.0766 eV
E_3s - E_1s = 42.732869 hartree
E_3s - E_2s = 2.926698 hartree
smoothest mixture: a_1s = 0.032016, a_2s = -0.281316
sum of a^2 = 0.080164, norm <phi|phi> = 1.080164
radial nodes: 3s 2, phi 0
lowest four PK eigenvalues (hartree):
  -0.223311  -0.223311  -0.223311  -0.078917
3s state, mean energies (hartree):
  kinetic 0.508762, potential -0.732073
normalized phi, mean energies (hartree):
  kinetic 0.088724, potential -0.567012
  repulsion 0.254977, V + V_R -0.312035
  sum of all three -0.223311
cancellation, for 1s and 2s (hartree):
  (E-Ec) a_c   : 1.368123  -0.823328
  <c|V|phi>    : -1.378113  0.911108
  (E-t) a_c    : -0.009990  0.087780
largest equation error, 4 mixtures = 1.9e-06 a.u.
same for phi without repulsion = 2.842 a.u.
energy shift in V_R = 0.05 hartree
residual norm of phi after shift = 0.014157 hartree
charge inside 4 bohr: 3s 0.694390 electrons
charge inside 4 bohr: phi 0.774479 electrons
difference = 0.080089 electrons
outer amplitude factor if normalized = 0.962177
R(0): 3s 3.7665, phi 0.4524 (radial, bohr^-3/2)
R'(0): 3s -41.431, phi -4.976 (bohr^-5/2)
r (bohr), u_3s, u_phi (bohr^-1/2), V, V+(V_R phi)/phi (hartree)
  0.1    0.10021    0.02541    -91.8731     19.9604
  0.2   -0.01865    0.05321    -38.5160      4.5991
  0.5   -0.20782    0.14565     -9.3576     -0.7392
  1.0    0.07379    0.28590     -2.3534     -0.1726
  2.0    0.49720    0.52248     -0.5916     -0.4500
  4.0    0.45962    0.45984     -0.2508     -0.2494
```
